Kirchhoff's leading edge correction for a circular parallel-plate capacitor

Two coaxial conducting discs of radius R and zero thickness face each other at distance d in a medium of permittivity ε. They carry charges +Q and −Q and have potential difference V. The equations are linear and the only lengths are R and d, so C = Q/V must have the form

C = εR F(d/R).

Symmetry and scale fix much of F when d ≪ R. Reflection in the midplane, combined with a change of sign of the charges, maps the system onto itself. The plates are therefore at +V/2 and −V/2, and the midplane is at zero. Draw on the upper plate a circle of radius a = R − s, with d ≪ s ≪ R, and count the charge in excess of the uniform density εV/d. Inside the circle the gap is too thin to matter, so the excess is εVR G(s/R). Outside it the rim looks straight and R enters only through its length, so the excess is εVR H(s/d). The sum cannot depend on the arbitrary s. Differentiation with respect to ln s gives

(s/R) G′(s/R) + (s/d) H′(s/d) = 0.

Since s/R and s/d can be varied independently, each term is a constant, −A and +A. Both functions are logarithms, and the total excess is εVR [A ln(R/d) + B]. It remains to find A and B. The result will be

C = (επR²/d) {1 + (d/(πR)) [ln(16πR/d) − 1]},

with an error in C that is small compared with εR as d/R → 0. The medium must be the same inside and outside the gap, no other conductor may be near, and real plates must have a thickness much smaller than d.

Take z = 0 as the midplane and the upper plate at z = d/2. Deep in the gap the potential is Vz/d plus terms that vanish on both plates and are odd in z. These terms are sin(2πnz/d) I₀(2πnρ/d), with n = 1, 2, …, where ρ is the distance from the axis and I₀ is the modified Bessel function regular there. They are driven from the rim and decay inwards essentially as exp(−2πns/d). For s ≫ d the field in the gap is thus −V/d along z. The inner face of the upper plate, whose outward normal points along −z, carries the density +εV/d up to exponentially small terms. The excess inside the circle therefore sits on the outer face.

For that face let d → 0. The upper half-space then has potential V/2 on the disc and zero on the rest of the plane z = 0. Since ∫₀ᴿ J₀(kρ)ρ dρ = R J₁(kR)/k, the inverse Hankel transform of these boundary values, with the decaying factor for each k, gives

φ(ρ,z) = (VR/2) ∫₀^∞ J₁(kR) J₀(kρ) e^(−kz) dk.

The normal field is −∂φ/∂z, which brings down a factor k. Integrating ε times this field over the circle, with k∫₀ᵃ J₀(kρ)ρ dρ = a J₁(ka), and then letting z → 0, gives the outer-face charge

Q_out(a) = 2πε (VR/2) a ∫₀^∞ J₁(kR) J₁(ka) dk = πεVRa ∫₀^∞ J₁(kR) J₁(ka) dk.

Let w² = R² + a² − 2Ra cos ψ. The addition theorem for Bessel functions reads

J₀(kw) = J₀(kR)J₀(ka) + 2 Σₘ Jₘ(kR)Jₘ(ka) cos mψ, m = 1, 2, …

Multiplying by cos ψ and integrating from 0 to π leaves the term m = 1, with value πJ₁(kR)J₁(ka). With ∫₀^∞ J₀(kw) dk = 1/w, the charge becomes

Q_out(a) = εVRa ∫₀^π cos ψ dψ/w.

Now let s ≪ R. Because w² = s² + 4Ra sin²(ψ/2), a may be replaced by R wherever it does not appear through s. Put θ = ψ/2 and η = s/(2R), and write cos ψ = 1 − 2 sin²θ. The part with 1 is

(1/R) ∫₀^(π/2) dθ/√(η² + sin²θ).

Split its numerator into cos θ + (1 − cos θ). The first piece integrates to arsinh(1/η), which tends to ln(2/η). In the second, the numerator vanishes at θ = 0, so η may be set to zero:

∫₀^(π/2) (1 − cos θ)/sin θ dθ = ∫₀^(π/2) tan(θ/2) dθ = −2 ln cos(π/4) = ln 2.

Together they give (1/R) ln(4/η) = (1/R) ln(8R/s). In the part with −2 sin²θ, η may also be dropped, which leaves −(2/R)∫₀^(π/2) sin θ dθ = −2/R. Hence

Q_out = εVR [ln(8R/s) − 2].

At s = 0.001R the integral gives 6.983 for Q_out/(εVR) and the logarithmic form gives 6.987.

The logarithm arises because the outer-face density grows as εV/(2πs) towards the rim. That growth must be cut off at a distance of order d, and the local edge field supplies the cutoff. Where the rim can be treated as straight, let x be measured outwards from the edge and y across the gap. Maxwell's map is

x + iy = (d/2π)(1 + ζ + e^ζ), ζ = u + iv, −π ≤ v ≤ π.

On v = π, e^ζ = −eᵘ, so that

y = d/2, x = (d/2π)(1 + u − eᵘ).

As u runs from −∞ to +∞, x rises from −∞ to zero at u = 0 and then returns to −∞. The line v = π is thus the upper plate, with its inner face at u < 0 and its outer face at u > 0. The line v = −π is likewise the lower plate. The function φ = Vv/(2π) is harmonic and equals ±V/2 on the plates. It also has the right behaviour far away on both sides. For u → −∞ the map is linear and φ → Vy/d, the uniform gap field. For u → +∞, x + iy → (d/2π)e^ζ, so φ is V/(2π) times the polar angle about the edge, which is the local form of the half-space solution.

Electric flux per unit length is unchanged by a conformal map. In the ζ plane the field has magnitude V/(2π), so a stretch Δu of the plate carries the charge εVΔu/(2π) per unit length of rim. Within distance s of the edge, both faces together carry

q = (εV/2π)(u_out − u_in),

where u_in < 0 and u_out > 0 are the two solutions of

1 + u − eᵘ = −X, X = 2πs/d.

For X ≫ 1 the exponential is negligible at the negative root, so u_in = −1 − X. At the positive root eᵘ = X + 1 + u, so u_out = ln X + (1 + ln X)/X + …, which tends to ln X. Therefore

q = (εV/2π)[X + 1 + ln X] = εVs/d + (εV/2π)[1 + ln(2πs/d)].

The first term is the uniform density times s. The second, multiplied by the rim length 2πR, is the excess

Q_rim = εVR [1 + ln(2πs/d)].

At s = 1000d the map gives 9.747 for Q_rim/(εVR), and the limiting form gives 9.746.

The circular shape of the rim enters in three ways. The uniform density is integrated over the true area, so the whole plate contributes επR²V/d with no error from straightening the ring. The excess has been given the circumference 2πR instead of 2π(R − s′) at distance s′. Since its density on the outer face is about εV/(2πs′), this changes the charge by order εVs. Finally, Laplace's equation near the rim contains a term (1/ρ)∂φ/∂ρ. The uniform gap field does not depend on ρ and is unaffected by it, but the excess charge is altered by a relative amount of order s/R, up to logarithms. The finite gap in turn alters the outer solution by a relative amount of order d/s, again up to logarithms. With s = √(Rd), for instance, all these corrections vanish compared with εVR as d/R → 0.

The sum of the two excess charges is

Q_out + Q_rim = εVR [ln(8R/s) − 2 + 1 + ln(2πs/d)]
= εVR [ln(16πR/d) − 1].

The arbitrary s has cancelled, as the opening argument required, with A = 1 and B = ln(16π) − 1. Adding the uniform charge and dividing by V gives

C = επR²/d + εR [ln(16πR/d) − 1],

and division of the second term by the first gives the fraction (d/(πR))[ln(16πR/d) − 1]. To first order, the edge acts as if the radius were larger by

δ = (d/2π)[ln(16πR/d) − 1],

because an ideal capacitor of radius R + δ gains the capacitance 2πεRδ/d. The apparent widening is not a fixed multiple of the gap: it contains the logarithm of R/d, since part of the extra charge is spread over the whole outer face.

The matching can be checked against an equation that makes no assumption about d/R. Let σ(ρ) be the charge density of the upper plate, both faces together, and let S(k) = ∫₀ᴿ σJ₀(kρ)ρ dρ. A sheet with this density produces the potential (1/2ε)∫S J₀(kρ)e^(−k|Δz|) dk at height Δz from itself. Adding the opposite charge of the lower plate, the condition on the upper plate is

(1/2ε) ∫₀^∞ S(k)(1 − e^(−kd)) J₀(kρ) dk = V/2, ρ < R.

Write S(k) = ∫₀ᴿ g(t) cos kt dt and J₀(kρ) = (2/π)∫₀^ρ cos kt dt/√(ρ² − t²). The condition becomes

(2/π) ∫₀^ρ h(t) dt/√(ρ² − t²) = εV, h(t) = ∫₀^∞ S(k)(1 − e^(−kd)) cos kt dk.

This Abel equation has the solution h = εV, because (2/π)∫₀^ρ dt/√(ρ² − t²) = 1. For positive t and t′ one has ∫cos kt cos kt′ dk = (π/2)δ(t − t′), where δ is here the delta function. With the extra factor e^(−kd), the same integral is half the sum of d/[d² + (t − t′)²] and d/[d² + (t + t′)²]. Continue g as an even function and set g = (2εV/π)f. Then

f(t) − (1/π) ∫₋ᴿ^R d f(t′) dt′/[d² + (t − t′)²] = 1.

This is Love's equation. Since Q = 2πS(0), C = 4ε∫₀ᴿ f dt.

It also gives the opposite limit. For d ≫ R the integral is small, f = 1 + 2R/(πd) to first order, and

C = 4εR [1 + 2R/(πd)].

The leading value 4εR is that of two distant discs in series, each of capacitance 8εR. The edge formula does not contain this limit and must not be continued to it: for d/R → ∞ its logarithm tends to −∞.

For small gaps, numerical solution of Love's equation gives C/(εR) = 36.932 at d/R = 0.1, where the edge formula gives 36.636. At d/R = 0.004 the values are 793.865 and 793.837. The difference falls from 0.2965 to 0.0277. Over this range, divided by (d/R) ln²(16πR/d), it stays between 0.0766 and 0.0778. This suggests that the next term has that form, but it is a numerical observation and not a derivation.

The same solution shows where the charge sits. At d/R = 0.004 the excess within R/2, in units of εVR, is 0.434, against 0.437 from the outer-face formula. The excess within s = 0.04R of the rim is 5.32, against 5.22 from Maxwell's map and 5.14 from its logarithmic limit. The last two differ by about (1 + ln X)/X = 0.08 at X = 62.8, the first term dropped from u_out. The remaining 0.10 belongs to the corrections discarded in the matching, whose separate shares were not computed.

As an example take a cell with R = 20 mm and d = 1 mm, wholly immersed in mineral transformer oil of relative permittivity 2.2, a rough typical value. The ideal capacitance is

επR²/d = 2.2 × (8.854 × 10⁻¹² F/m) × π × (0.020 m)²/(0.001 m) = 24.48 pF.

With d/R = 0.05, ln(16πR/d) = 6.913 and the fractional correction is

(0.05/π)(6.913 − 1) = 0.0941.

The edge adds 0.0941 × 24.48 pF = 2.30 pF, for a total of 26.78 pF. The apparent increase of radius is δ = 5.913 × (1 mm)/(2π) = 0.94 mm. If the edge were ignored, the measured capacitance would be read as a relative permittivity of 2.2 × 1.0941 = 2.41. In this model the ratio of the filled to the empty capacitance still gives 2.2, because the geometrical factor is the same in both, provided the oil also fills the space outside the gap.

Love's equation gives 26.85 pF for the same thin discs, and a direct solution of Coulomb's law with charged rings gives the same value to the digits shown. The higher orders in d/R thus add 0.07 pF, about 3% of the edge correction. For plates 0.1 mm thick, the direct solution adds a further 0.15 pF, about 6% of the edge correction.

The radius, gap and permittivity are plausible for a small liquid cell, but the plates here are thin foil, and rigid electrodes may be much thicker. Thicker electrodes need their own calculation. The assumption of equal and opposite charges depends on the wiring. Suppose one plate is tied to a distant earth and the other is driven at V. The potentials V and 0 are the sum of ±V/2 and a common V/2. The common part puts an additional charge q on each plate, so that the driven plate carries CV + q and the earthed plate −CV + q. As d → 0 the two plates act as one disc of capacitance 8εR at V/2, which gives q = 2εRV for each. For this cell q/V is 0.81 pF, about 35% of the edge correction. It enters the reading at either plate, but with opposite effect: the charge on the driven plate gives C + q/V, and the magnitude of the charge on the earthed plate gives C − q/V. A guard ring changes the problem more deeply, since it takes the rim charge off the measured terminal. The formula also fails for a solid sample with air outside, where the field crosses a dielectric boundary near the edge.

Other errors can be set on the same scale. A gap wider by 0.01 mm lowers C by 0.25 pF, about a tenth of the edge correction, so the gap must be known to much better than 0.1 mm if the correction is to be useful here. Suppose the oil has a rough expansion coefficient of 7 × 10⁻⁴ K⁻¹ and that (ε_r − 1)/(ε_r + 2) is proportional to its density, as in the Clausius–Mossotti relation. Warming by 5 K then lowers C by 0.07 pF. With a rough conductivity of 10⁻¹² S/m, the conduction loss tangent at 1 kHz is 8 × 10⁻⁶, which is negligible for the capacitance.

At distances from the edge much smaller than R, the field on the plate also follows from the map. It is the ratio of V/(2π) to the local stretching (d/2π)|1 − eᵘ|, or

E = (V/d)/|1 − eᵘ|.

It diverges at the ideal edge, although the charge there is finite. The map ignores the thickness of the foil, so at distances from the edge comparable with that thickness it gives only an estimate. On the inner face, half a foil thickness from the edge, this estimate is 1.67 times V/d. For a test voltage of 1 V this is 1.7 × 10⁻⁵ MV/cm, against a rough breakdown field of 0.1 MV/cm for the oil. The estimate does not give the peak field at a real corner, which depends on its rounding, but it shows a margin of several thousand at this distance from the edge. The remaining values are in the numerical output.

Numbers as computed

```
d/R, C/(eps R) full, Kirchhoff, remainder, remainder/((d/R)L^2)
  with L = ln(16 pi R/d)
  0.100 36.9323 36.6358 0.2965 0.0766
  0.050 68.9285 68.7449 0.1836 0.0768
  0.020 164.0036 163.9090 0.0947 0.0772
  0.010 321.7381 321.6818 0.0563 0.0775
  0.004 793.8647 793.8369 0.0277 0.0778
Constant from full solution, d/R=0.004: 2.9451
Predicted constant ln(16 pi)-1: 2.9173
Excess charge/(eps V R) within R/2, full: 0.4344
Same, outer-face formula: 0.4366
Rim excess/(eps V R), s=0.04R, full: 5.3194
Same, Maxwell map: 5.2203; its log limit: 5.1405
Outer-face charge at s=0.001R: 6.9832; log limit: 6.9872
Rim excess at s=1000d, map: 9.7472; log limit: 9.7456
Cell: R=20 mm, d=1 mm, foil=0.1 mm, eps_r=2.2
d/R: 0.050; ln(16 pi R/d): 6.9131
Ideal capacitance: 24.478 pF
Edge correction: 2.304 pF
Fractional correction: 9.41 %
Kirchhoff capacitance: 26.782 pF
Full thin-disc capacitance (Love): 26.853 pF
Direct Coulomb capacitance: 26.853 pF
Apparent eps_r if edge ignored: 2.407
Neglected higher orders in d/R: 0.072 pF
Foil thickness adds: 0.148 pF
  change between two meshes: 0.0000 pF
One plate at distant earth, charge shift/V: 0.811 pF
Gap wider by 0.01 mm changes C by: -0.246 pF
Oil expansion (rough): 7.0e-04 1/K; warming: 5 K
  resulting change of C: -0.071 pF
Oil conductivity (rough): 1e-12 S/m; frequency: 1 kHz
  conduction loss tangent: 8.2e-06
Test voltage: 1 V; oil breakdown (rough): 0.1 MV/cm
Field factor half a foil thickness from edge: 1.67
Field there: 1.7e-05 MV/cm
```
